# Spin-projection coefficients for high-spin manganese with two radical ligands, part 2

A high-spin d$^5$ manganese ion is coupled to two ligand radicals, and constants fitted with the total spin must be converted to site values. Spins are in units of $\hbar$, and a spin symbol without bold type is a quantum number. The metal spin is $\mathbf S_M$, with $S_M=5/2$. The radical spins $\mathbf s_1$ and $\mathbf s_2$, each 1/2, give

$$\mathbf S_L=\mathbf s_1+\mathbf s_2,\qquad \mathbf S=\mathbf S_M+\mathbf S_L .$$

The isotropic Hamiltonian, in which positive constants are antiferromagnetic, is

$$H=J_1\,\mathbf S_M\cdot\mathbf s_1+J_2\,\mathbf S_M\cdot\mathbf s_2+J'\,\mathbf s_1\cdot\mathbf s_2 .$$

The operator $P$ projects on the quartet, $S=3/2$, which has $S_L=1$, and $m$ is the eigenvalue of $S_z$. Inside the quartet

$$P\,\mathbf S_M P=c_M\,P\,\mathbf S P,\qquad P\,\mathbf S_L P=c_L\,P\,\mathbf S P,$$

with $c_M=7/5$ and $c_L=-2/5$; each radical has the coefficient $-1/5$. The general formula, for any multiplet with $S>0$ and definite $S_M$ and $S_L$, is

$$c_M=\frac{S(S+1)+S_M(S_M+1)-S_L(S_L+1)}{2S(S+1)} .$$

In the top quartet state, $m=3/2$, the product states $|m_M,m_L\rangle$ equal to $|5/2,-1\rangle$, $|3/2,0\rangle$ and $|1/2,1\rangle$ have weights $2/3$, $4/15$ and $1/15$. Hence $\langle S_{M,z}\rangle=21/10$ and $\langle S_{L,z}\rangle=-3/5$.

A manganese nucleus with spin $\mathbf I$ couples through $a_M\mathbf S_M\cdot\mathbf I$. In the quartet this becomes $A\,\mathbf S\cdot\mathbf I$, with $A=\tfrac75a_M$.

The example uses $J_1=J_2=J=50$ meV, $J'=10$ meV and $a_M=-220$ MHz, so $A=-308$ MHz. The quartet is the ground level, since $J'<\tfrac72J$, and lies at $-172.5$ meV. The sextets, $S=5/2$, lie at $-47.5$ meV ($S_L=1$) and $-7.5$ meV ($S_L=0$), and the octet, $S=7/2$, at 127.5 meV. The first gap is $5J/2=125$ meV.

### Values from a broken-symmetry calculation

A single-determinant calculation can represent the quartet by one arrangement: five metal spins up and one spin down on each radical. In the ideal case $\langle S_{M,z}\rangle=5/2$ and the total $z$ component is 3/2. If the calculation divides the site contribution by the total component, it reports

$$A_{\rm BS}=a_M\,\frac{5/2}{3/2}=\tfrac53a_M .$$

The quartet value is $\tfrac75a_M$, so the correction is

$$A=\frac{7/5}{5/3}\,A_{\rm BS}=\tfrac{21}{25}A_{\rm BS}.$$

For a nucleus on one radical the arrangement gives $(-1/2)/(3/2)=-1/3$ in place of $-1/5$, and the correction factor is $3/5$. These factors assume full site spins and this particular normalization. An implementation must establish which spin its electronic-structure code divides by before it applies either of them.

Spin populations need the same care. In the top quartet state the number of unpaired spins, $2\langle S_z\rangle$, is $2\times2.1=4.2$ on manganese and $-1.2$ on the ligand pair. The single arrangement has 5 and $-2$. Both sets add up to 3, so the total does not reveal which description was used.

### The g value

Let the field $\mathbf B$ act through $\mu_B\mathbf B\cdot(g_M\mathbf S_M+g_L\mathbf S_L)$, with isotropic site values and with $\mu_B$ the Bohr magneton. Projection gives

$$g=\tfrac75g_M-\tfrac25g_L=g_M+\tfrac25(g_M-g_L).$$

The second form shows that $g$ lies outside the interval between the two site values whenever they differ. For $g_M=2.001$ and $g_L=2.003$,

$$g=2.8014-0.8012=2.0002 .$$

With zero-field splitting left out, the spacing of the levels in the complete electron-spin matrix at 0.35 T gives the same value to the six decimals printed. For the value of $D$ used below, the quartet splitting of about 0.19 meV exceeds the Zeeman energy of about 0.04 meV at this field. The levels are then not evenly spaced, and the lower doublet in a field perpendicular to the axis splits with an effective value near 3.9. The projected $g$ is the parameter of the quartet spin Hamiltonian, not the position of a line.

### Quadratic terms need another factor

The coefficient $7/5$ applies to operators linear in the metal spin. Axial zero-field splitting on the metal, $D(S_{M,z}^2-35/12)$, is quadratic, and it must not be multiplied by $7/5$ or by its square. The weights of the top state give the correct factor:

$$\langle S_{M,z}^2\rangle=\tfrac{25}4\cdot\tfrac23+\tfrac94\cdot\tfrac4{15}+\tfrac14\cdot\tfrac1{15}=\tfrac{287}{60}.$$

Subtracting $35/12=175/60$ leaves $112/60=28/15$. In the quartet the corresponding operator $S_z^2-5/4$ equals 1 at $m=\pm3/2$ and $-1$ at $m=\pm1/2$. The projected metal operator is diagonal in $m$, has equal values at $m$ and $-m$, and has zero trace, because the quartet has no preferred direction and $\langle S_{M,z}^2\rangle$ averages to one third of 35/4. Two pairs of values with zero sum have the same pattern as $S_z^2-5/4$. Therefore

$$P\,D\left(S_{M,z}^2-\tfrac{35}{12}\right)P=\tfrac{28}{15}D\,P\left(S_z^2-\tfrac54\right)P .$$

For $D=0.05$ meV the projected parameter is 0.093 meV. This term must be kept in a simulation of the quartet spectrum, even though it hardly affects $c_M$.

### Anisotropy and field

An interaction that is not a scalar in the total spin can mix the quartet with the excited levels. The mixing amplitude is of the order of the interaction divided by the gap. Since $\mathbf S_M$ has matrix elements between quartet and sextet, the change in the metal projection is linear in that amplitude.

For the $m=3/2$ state and $D=0.05$ meV, the change in $c_M$ is $-6.8\times10^{-4}$. Halving $D$ halves the change within 1 percent, which tests the linear dependence. The change depends on the state and on the component: it is $-1.0\times10^{-3}$ for $m=\pm1/2$ and has the opposite sign for the transverse components, so after mixing the metal spin is no longer exactly one multiple of $\mathbf S$.

The metal–radical dipolar interaction is estimated with both radicals placed as point spins on one axis, on opposite sides of the metal at a distance $r$. The dipolar interaction between the radicals, which are $2r$ apart, is left out:

$$H_{\rm dip}=d\left(\mathbf S_M\cdot\mathbf S_L-3S_{M,z}S_{L,z}\right),\qquad d=\frac{\mu_0(2\mu_B)^2}{4\pi r^3},$$

where $\mu_0$ is the vacuum permeability. At $r=0.25$ nm, $d=0.0137$ meV and the change in $c_M$ is $-3.2\times10^{-4}$ for the same state.

A magnetic field mixes multiplets through the difference of the site $g$ values. This follows from

$$g_M\mathbf S_M+g_L\mathbf S_L=g_L\mathbf S+(g_M-g_L)\mathbf S_M,$$

in which the first term stays inside each multiplet. At 0.35 T the change in $c_M$ is $1.6\times10^{-7}$ for the $m=3/2$ state and $7.3\times10^{-7}$ for $m=1/2$, and it reverses sign with $m$. For the example's parameters, all three changes in $c_M$ are negligible beside those that follow.

The dipolar interaction also adds to the zero-field splitting of the quartet, and this contribution is not negligible. In the top state $\langle\mathbf S_M\cdot\mathbf S_L\rangle=-7/2$ and $\langle S_{M,z}S_{L,z}\rangle=-\tfrac52\cdot\tfrac23+\tfrac12\cdot\tfrac1{15}=-\tfrac{49}{30}$, so the mean of $H_{\rm dip}$ is $d(-7/2+49/10)=7d/5$. The projected interaction is therefore $\tfrac75d\,P(S_z^2-\tfrac54)P$, with a parameter of 0.019 meV. If the axis of $D$ lies along the line of the radicals, this adds to the 0.093 meV found above.

### Temperature

The value $7/5$ belongs to the quartet at any temperature. A measurement that averages over all thermally populated levels sees a different ratio, $c(T)=\langle S_{M,z}\rangle/\langle S_z\rangle$. Take equal site $g$ values and a weak field that shifts each state by $hm$. To first order in $h/k_BT$, with $k_B$ the Boltzmann constant, the population of a state contains the factor $1-hm/k_BT$. The constant part averages to zero within each multiplet, and the linear part brings in

$$\sum_m m^2=\tfrac13S(S+1)(2S+1).$$

With $c_i$ the metal coefficient of multiplet $i$ and $E_i$ its energy, the common factors cancel:

$$c(T)=\frac{\sum_i c_i\,S_i(S_i+1)(2S_i+1)e^{-E_i/k_BT}}{\sum_i S_i(S_i+1)(2S_i+1)e^{-E_i/k_BT}} .$$

The general formula gives $c_i=31/35$ for the sextet with $S_L=1$, 1 for the sextet with $S_L=0$, and $5/7$ for the octet.

At 390 K, $k_BT=33.6$ meV. The excited levels lie 125, 165 and 300 meV above the quartet, and together they hold 4.6 percent of the population. The average is $c(T)=1.351$, which is 3.5 percent below 1.4. The complete thermal density matrix in a field of 0.01 T agrees with the formula within $10^{-6}$.

Two limits bound the use of this correction. When $k_BT$ is far below the first gap, $c(T)$ tends to $7/5$. When $k_BT$ is far above all the couplings, the exponentials tend to 1 and

$$c\to\frac{21+46.5+52.5+90}{15+52.5+52.5+126}=\frac{35}{41}.$$

This is the ratio for uncoupled spins, $(35/4)/(35/4+2\cdot3/4)$, as it should be. The thermal average applies to the metal's share of the equilibrium magnetization. It must not be used to rescale a resonance line that has been assigned to the quartet.

### Covalency

The derivation assigns a full spin 5/2 to the metal. Electron transfer between metal and ligand weakens this assumption. If one electron moves in either direction, the metal becomes high-spin d$^6$ or d$^4$, with spin 2 in both cases. The ligand involved is left with an empty orbital or a closed shell, respectively, so one radical of spin 1/2 remains. The quartet formed from spins 2 and 1/2 has

$$c_M=\frac{15/4+6-3/4}{15/2}=\frac65 .$$

The operator $\mathbf S_M$ changes neither the number of metal electrons nor the occupation of either ligand orbital, so there are no cross terms between the configurations. If $w$ is the weight of the transferred configurations, then to leading order

$$c_M=(1-w)\tfrac75+w\,\tfrac65=\tfrac75-\tfrac w5 .$$

The size of $w$ is estimated with seven electrons in five metal and two ligand orbitals. The metal orbitals have equal energies, and each ligand orbital exchanges electrons with its own metal orbital. The repulsion within an orbital is 4 eV on the metal and 2 eV on a ligand. The Hund coupling $K$ is 0.7 eV and also sets the pair hopping between metal orbitals. The repulsion between different metal orbitals is $4-2K=2.6$ eV, and repulsion between metal and ligand is left out. The orbital energies are placed so that transfer in either direction costs 4.4 eV. A hopping energy of 0.518 eV then reproduces the quartet–sextet gap of 125 meV.

In this model $w$ is 6.3 percent and $c_M=1.386$, a reduction of 1.0 percent from $7/5$. The leading law gives 1.387. When the hopping is reduced to one fifth, the ratio $(7/5-c_M)/w$ is 0.201, which agrees with the predicted $1/5$ within the 2 percent tolerance of the test. Covalency can also change the intrinsic constant $a_M$, and the present estimate does not include that change.

The estimate has two further limits. At a fixed gap, a lower transfer cost gives a larger $w$, because to leading order the gap varies as the squared hopping divided by the cost, and $w$ as the squared hopping divided by the squared cost. The model also leaves out filled ligand orbitals that donate electrons to the metal. Such a transfer leaves a metal spin 2 and a ligand spin 1/2 coupled to 5/2, and the general formula gives the metal $4/5$ of that spin. A donated weight of 10 percent would therefore lower $c_M$ by a further 2 percent.

### The real precursor and the model

The example is set in the regime of the volatile manganese(II) precursor with two 1,4-di-tert-butyl-1,3-diazadienyl ligands. It is treated here as high-spin manganese coupled antiferromagnetically to two ligand radicals, with a quartet ground level. The couplings, the hyperfine constant, $D$ and the delivery temperature of 390 K are rough typical values, not a fit to this compound. The orbital energies are round model parameters. Of the effects estimated above that change $c_M$ within the quartet, covalency is the largest, and in the orbital model it moves $c_M$ by about 1 percent. That model contains only the radical orbitals of the ligands, so the figure is not an upper limit for the real compound, in which filled nitrogen orbitals also donate to the metal. The ligand spin is spread over several atoms, so the dipolar figure is an estimate of size. For the metal's share of the thermally averaged magnetization at the delivery temperature, the largest correction computed for the example is thermal, 3.5 percent for the chosen couplings, and it grows if $J$ is smaller at fixed temperature and fixed $J'/J$.

### Applying the result

The total spin alone does not establish the coefficients. A quartet may also arise from a metal spin 3/2 with paired ligand electrons, for which $c_M=1$. With a metal spin 3/2 and $S_L=1$ the formula gives $c_M=(15/4+15/4-2)/(15/2)=11/15$. The site spins must therefore be known from other evidence before a fitted constant is divided by $7/5$.

For other spin systems an implementation can avoid special formulas. It diagonalizes the isotropic Hamiltonian, forms the projector $P_n$ on one complete multiplet with $S>0$, and evaluates for site $k$

$$c_k=\frac{\mathrm{Tr}(P_nS_{k,z}P_nS_z)}{\mathrm{Tr}(P_nS_z^2)} .$$

This follows from $P_n\mathbf S_kP_n=c_kP_n\mathbf SP_n$ on multiplying the $z$ component by $S_z$ and taking the trace. If a total spin occurs more than once, the projector must be built from the energy eigenstates of a single level, since a projector on all states of that total spin would combine different multiplets. The coefficients of all sites must add up to 1. This detects a nonzero coefficient that was left out of the sum or given the wrong sign. It does not detect a site that is missing from the whole model, exchanged site labels or a wrong sign of a coupling, because the sum is then still 1. The computed values for the example are collected in the numerical output.

## Calculated quantities

```
Metal coefficient c_M: 1.400000 (no unit)
Ligand-pair coefficient c_L: -0.400000 (no unit)
Each radical coefficient: -0.200000, -0.200000 (no unit)
Top-state weights, m_M = 5/2, 3/2, 1/2: 0.666667, 0.266667, 0.066667 (no unit)
Top-state metal <S_z>: 2.1000 hbar
Top-state ligand-pair <S_z>: -0.6000 hbar
Unpaired spins, metal and ligands: 4.200, -1.200
Input J: 50.0 meV
Input J': 10.0 meV
Quartet-ground limit on J': 175.0 meV
Level S_L=1, S=1.5: -172.50 meV; c_M=1.40000
Level S_L=1, S=2.5: -47.50 meV; c_M=0.88571
Level S_L=0, S=2.5: -7.50 meV; c_M=1.00000
Level S_L=1, S=3.5: 127.50 meV; c_M=0.71429
Quartet-sextet gap: 125.00 meV
Lowest-sextet radical-1 coefficient, J1/J2=50/50 and 70/30 meV: 0.05714, -0.12241
Intrinsic metal hyperfine constant: -220.0 MHz
Projected hyperfine constant: -308.0 MHz
Full-matrix hyperfine spread: 2772.01 MHz
Projected-model hyperfine spread: 2772.00 MHz
Input g values, metal and ligand: 2.0010, 2.0030
Projected g and full-matrix g: 2.000200, 2.000200
Magnetic field: 0.35 T
Site zero-field parameter D: 0.050 meV
Shift of c_M from D (m=3/2 state): -6.836e-04
Metal-ligand distance for dipolar estimate: 0.25 nm
Dipolar coupling: 0.01374 meV
Shift of c_M from dipolar coupling (m=3/2): -3.167e-04
Shift of c_M from field and g mismatch: 1.614e-07
Delivery temperature: 390.0 K; kT: 33.608 meV
Excited-multiplet population: 4.553 percent
Thermal weak-field c_M: 1.35077
Orbital model U_metal, U_ligand: 4.00, 2.00 eV
Orbital model Hund coupling: 0.70 eV
Orbital model transfer cost: 4.400 eV
Hopping matched to the gap: 0.5176 eV
Charge-transfer weight: 6.258 percent
Covalent-model c_M: 1.38591
Leading law 7/5 - w/5: 1.38748
Weak-hopping slope (7/5-c_M)/w: 0.20104
```
